# Light-Ion Sputtering Threshold from Reflection and Outward Knock-On

## First derivation: energies and angles in the laboratory

### The limit of a very light ion

Let an ion of mass \(m\) and speed \(v\) enter a solid along the surface normal. The atoms of the solid have mass \(M\), and \(m\) is very small compared with \(M\). The first atom that the ion strikes is driven inward, because the ion can push it only forward. This blow cannot sputter it. The ion itself, however, can bounce back. From a very heavy atom it returns with nearly its full speed, as a ball returns from a wall.

On its way out the ion strikes a surface atom from below and bounces a second time. Its momentum changes from \(mv\) outward to nearly \(mv\) inward, so the surface atom receives the outward momentum \(2mv\). The kinetic energy of this atom is

\[
\frac{(2mv)^2}{2M}=\frac{4m}{M}\,\frac{mv^2}{2}=\frac{4m}{M}E ,
\]

where \(E\) is the initial ion energy. If the atom needs an energy \(U\) to leave the surface, the ion must have at least

\[
E\simeq\frac{M}{4m}\,U \qquad (m\ll M).
\]

A lighter ion therefore needs more energy, although it loses less on reflection: the weak transfer to the surface atom is what limits it. For a finite mass ratio the reflection also costs energy, and both collisions must be treated with their full recoil.

### The model

Define

\[
A=\frac{M}{m},\qquad g=\frac{4mM}{(m+M)^2}=\frac{4A}{(1+A)^2}.
\]

In this first derivation \(A>1\). The outward normal is the \(z\) direction, and the ion initially moves along \(-z\). Each collision is classical, elastic and binary, and it is finished before the next begins. Every struck atom is at rest beforehand and is free during the short collision. The ion loses no energy to electrons and feels no force from the surface as a whole.

The surface holds its atoms by a planar barrier of height \(U\). The force of such a barrier points along the normal, so it leaves the motion parallel to the surface unchanged. An atom with outward velocity component \(V_z>0\) escapes if

\[
\frac{M V_z^2}{2}>U .
\]

The path considered has two collisions of the ion: one with an atom that turns it, and one with a surface atom that is to be ejected. The ejected atom meets nothing else on its way out. The threshold is the greatest lower bound of the ion energies for which this path can eject an atom.

### Energy given to a struck atom

Let the ion have velocity \(\mathbf v\) before a collision and \(\mathbf v'\) after it. Let the atom recoil with speed \(V\) along the unit vector \(\mathbf k\). Conservation of momentum, divided by \(m\), reads

\[
\mathbf v'=\mathbf v-A V\mathbf k .
\]

Conservation of energy, divided by \(m/2\), reads

\[
v^2=v'^2+A V^2 .
\]

The square of the first relation is

\[
v'^2=v^2-2AV\,\mathbf v\cdot\mathbf k+A^2V^2 .
\]

Inserting this into the energy relation removes \(v^2\) and leaves

\[
0=-2AV\,\mathbf v\cdot\mathbf k+A(A+1)V^2 .
\]

For a collision that moves the atom, \(V\neq0\), and division by \(AV\) gives

\[
V=\frac{2\,\mathbf v\cdot\mathbf k}{1+A}=\frac{2v\cos\varphi}{1+A},
\]

where \(\varphi\) is the angle between the recoil and the incoming ion. Since a speed is positive, \(\varphi<90^\circ\). At normal incidence the first struck atom thus has an inward velocity component, whatever the impact parameter. A direct hit cannot eject it. Either the ion must first be turned, or the struck atom must pass its energy on to other atoms. The path considered here is the first of these.

With \(E=mv^2/2\), the recoil energy is

\[
\frac{MV^2}{2}=\frac{mA}{2}\,\frac{4v^2\cos^2\varphi}{(1+A)^2}
=gE\cos^2\varphi .
\]

The factor \(g\) is therefore the largest fraction of its energy that the ion can give to an atom at rest. It is reached when the atom recoils along the ion's incoming direction.

### Energy kept by a deflected ion

Let the ion be deflected by the laboratory angle \(\theta\), and let \(q=v'/v\) be the ratio of its speeds. From momentum conservation, \(AV\mathbf k=\mathbf v-\mathbf v'\), so

\[
A^2V^2=v^2+v'^2-2vv'\cos\theta .
\]

Insert \(AV^2\) from here into the energy relation, divide by \(v^2\), and multiply by \(A\):

\[
A=Aq^2+1+q^2-2q\cos\theta .
\]

Collecting terms gives a quadratic equation,

\[
(A+1)q^2-2q\cos\theta-(A-1)=0 .
\]

The product of its roots is \(-(A-1)/(A+1)\), which is negative for \(A>1\). One root is therefore positive and the other is not a speed ratio. The positive root is

\[
q(\theta)=\frac{\cos\theta+\sqrt{A^2-1+\cos^2\theta}}{1+A}.
\]

The fraction of energy kept is \(K(\theta)=q(\theta)^2\). For a complete reversal, \(\cos\theta=-1\), the square root equals \(A\), and

\[
K(\pi)=\left(\frac{A-1}{A+1}\right)^2
=\frac{(A+1)^2-4A}{(A+1)^2}=1-g .
\]

This agrees with the previous result: in a head-on collision the atom takes \(gE\) and the ion keeps the rest.

### The head-on path and its threshold

An ion of initial energy \(E\) returns from a head-on reflection with \((1-g)E\). In a second head-on collision it gives the fraction \(g\) of this energy to a surface atom, which then moves straight outward. All the atom's energy is in its normal motion. The escape condition is

\[
g(1-g)E>U ,
\]

and the threshold of the head-on path is

\[
E_{\rm th}=\frac{U}{g(1-g)} .
\]

It remains to be shown that no oblique version of the two collisions does better. The answer is not evident. An ion that is turned by less than \(180^\circ\) keeps more energy, but it then travels at an angle to the normal, and a part of the recoil energy is lost to motion along the surface.

Let the returning ion make an angle \(\delta\) with the outward normal, so that \(\theta=\pi-\delta\). With

\[
c=\cos\delta,\qquad s=\sqrt{A^2-1+c^2},
\]

its speed ratio is \(q=(s-c)/(1+A)\). Let the surface atom recoil at \(\varphi\) to the ion and at \(\beta\) to the normal. The energy in its outward motion is

\[
E_z=gE\,q^2\cos^2\varphi\cos^2\beta .
\]

Both \(\varphi\) and \(\beta\) are at most \(90^\circ\). The three directions form a triangle on the unit sphere, so \(\varphi+\beta\ge\delta\). The cosine decreases between \(0\) and \(\pi\), and therefore

\[
\cos\varphi\cos\beta=\frac{\cos(\varphi+\beta)+\cos(\varphi-\beta)}{2}
\le\frac{c+1}{2}.
\]

Equality holds if the recoil lies in the plane of the ion and the normal and halves the angle between them. The best outward energy for a given \(\delta\) is then

\[
E_z=gE\,\frac{h(c)^2}{(1+A)^2},\qquad
h(c)=\frac{(s-c)(1+c)}{2}.
\]

Since \(ds/dc=c/s\), the derivative is

\[
\frac{dh}{dc}=\frac12\left[\left(\frac cs-1\right)(1+c)+s-c\right]
=\frac{s-c}{2}\left[1-\frac{1+c}{s}\right].
\]

The factor \(s-c\) is positive because \(A>1\). The sign is that of \(s-(1+c)\), and since neither \(s\) nor \(1+c\) is negative, it is also the sign of

\[
s^2-(1+c)^2=A^2-2-2c .
\]

For \(A\ge2\) this is at least \(2(1-c)\ge0\). Hence \(h\) grows up to \(c=1\), where \(s=A\) and \(h=A-1\). The largest outward energy is

\[
gE\left(\frac{A-1}{A+1}\right)^2=g(1-g)E .
\]

The head-on path is thus the best one for \(A\ge2\), and \(U/[g(1-g)]\) is the threshold of the two-collision path.

There is one geometrical reservation. An ion that is exactly reversed retraces its way in, where the surface atom would already have stood. The ion must pass beside this atom and return at an angle \(\delta\), which is small only if the reflecting atom lies deep compared with the sideways distance between the ion's way in and the surface atom. Near \(c=1\), the derivative of \(h\) is \((A-1)(A-2)/(2A)\), and \(1-c\simeq\delta^2/2\). The relative loss in \(h\) is then \((A-2)\delta^2/(4A)\), and the relative rise of the threshold is twice this:

\[
\frac{\Delta E}{E_{\rm th}}\simeq\frac{A-2}{2A}\,\delta^2 .
\]

The correction is of second order in the angle. It is not always negligible: for \(A=15\) and \(\delta=30^\circ\), the full expression for \(h\) gives a rise of about 13 percent. The formula is the limiting value for a nearly reversed ion.

### Numbers and mass dependence

Take the round values \(U=5\) eV, \(M=60\) u and \(m=4\) u. Then \(A=15\), and

\[
g=\frac{60}{256}=0.2344,\qquad 1-g=0.7656,\qquad g(1-g)=0.1794 .
\]

The threshold is \(5/0.1794\), or 27.9 eV. At this energy the ion returns from the reflection with 21.3 eV. It gives 5.0 eV to the surface atom and goes back into the solid with 16.3 eV.

The same threshold can be found without the collision formulas. Let ion and atom repel each other with the potential energy \(V_0e^{-r/a}\), where \(r\) is their distance, \(V_0=1000\) eV and \(a=0.3\) Å. Newton's equations are integrated first for the reflection and then for the knock-on, after which the atom climbs a smooth potential step of height \(U\). Repeated halving of the energy interval between return and escape gives 27.9 eV. The two collisions are integrated separately, with the partners starting 12 Å apart, so the agreement holds for separate collisions only. With this potential the ion stops about 1.1 Å from an atom, which is not small against atomic spacings of 2 to 3 Å. In a solid the ion is therefore already deflected as it passes the surface atom on its way in, and the collisions can overlap. The force law does not enter the formula because the conservation laws connect only the free motions before and after each collision.

For large \(A\), put \(x=1/A\). Then \(g=4x/(1+x)^2\) and \(1-g=(1-x)^2/(1+x)^2\), so

\[
\frac{E_{\rm th}}{U}=\frac{(1+x)^4}{4x(1-x)^2}
=\frac{(1+4x+6x^2+\cdots)(1+2x+3x^2+\cdots)}{4x}.
\]

The coefficient of \(x\) in the product is \(4+2=6\), and that of \(x^2\) is \(6+8+3=17\). Hence

\[
\frac{E_{\rm th}}{U}=\frac A4+\frac32+\frac{17}{4A}+\cdots .
\]

The first term is the limit found at the start. With \(U\) and \(M\) unchanged, three ion masses give these energies in eV:

| \(m\) (u) | \(UA/4\) | with \(3U/2\) added | full formula |
|---:|---:|---:|---:|
| 1 | 75.0 | 82.5 | 82.9 |
| 4 | 18.8 | 26.3 | 27.9 |
| 10 | 7.5 | 15.0 | 20.0 |

At \(m=4\) u the first term alone is too low by 33 percent of the full value.

The product \(g(1-g)\) is largest at \(g=1/2\), where it equals \(1/4\). The formula therefore never falls below \(4U\). The condition \(g=1/2\) means \(A^2-6A+1=0\), whose root above one is \(A=3+2\sqrt2\simeq5.83\). For heavier ions than this, the loss on reflection grows faster than the gain in transfer, and the threshold of this path rises again.

## Second derivation: velocities in the centre-of-mass frame

### Symbols and results carried over

The ion has mass \(m\), initial speed \(v\) and energy \(E=mv^2/2\). It enters along \(-\hat{\mathbf z}\), where \(\hat{\mathbf z}\) is the outward normal. The target atoms have mass \(M=Am\) and are at rest before they are struck. The largest energy fraction transferred in one collision is \(g=4A/(1+A)^2\), and \(1-g=(A-1)^2/(A+1)^2\). An atom escapes if the energy \(MV_z^2/2\) of its outward motion exceeds \(U\). An ion deflected by the laboratory angle \(\theta\) keeps the energy fraction \(K(\theta)=q(\theta)^2\), with

\[
q(\theta)=\frac{\cos\theta+\sqrt{A^2-1+\cos^2\theta}}{1+A}.
\]

The first derivation gave \(E_{\rm th}=U/[g(1-g)]\) for \(A\ge2\). The second reaches this result without \(K(\theta)\), laboratory scattering angles or calculus. It starts with the last collision and works backward.

### The surface atom's best outward velocity

Let the ion have velocity \(\mathbf w\) after its first collision. It now strikes a surface atom at rest. The centre of mass of the pair moves with

\[
\frac{m\mathbf w}{m+M}=\frac{\mathbf w}{1+A}.
\]

Before the collision the velocity of the ion relative to the atom is \(\mathbf w\). An elastic collision keeps the relative speed and changes only its direction. Afterwards the relative velocity is \(|\mathbf w|\mathbf n\), where \(\mathbf n\) is a unit vector. The atom's velocity is that of the centre of mass minus the fraction \(m/(m+M)\) of the relative velocity:

\[
\mathbf V=\frac{\mathbf w-|\mathbf w|\mathbf n}{1+A}.
\]

The minus sign arises because the relative velocity was taken as ion minus atom. The outward component is

\[
V_z=\frac{w_z-|\mathbf w|n_z}{1+A}\le\frac{w_z+|\mathbf w|}{1+A}.
\]

The bound is reached for \(\mathbf n=-\hat{\mathbf z}\). In words, the ion must recede from the atom straight inward, from whatever direction it came. This single choice replaces the division of angles in the first derivation.

The same inequality shows why a direct hit fails. For the ion as it enters, \(w_z=-|\mathbf w|\), so the bound on \(V_z\) is zero.

### The first collision

The ion's velocity \(\mathbf w\) is itself the outcome of a collision with an atom at rest. The centre of mass of that pair moves with \(-v\hat{\mathbf z}/(1+A)\). The relative velocity afterwards is \(v\mathbf n_1\), with a unit vector \(\mathbf n_1\), and the ion's share of it is \(M/(m+M)=A/(1+A)\). Thus

\[
\mathbf w=\frac{v}{1+A}\left(A\mathbf n_1-\hat{\mathbf z}\right).
\]

The end points of all possible \(\mathbf w\) lie on a sphere in velocity space, with centre \(-v\hat{\mathbf z}/(1+A)\) and radius \(Av/(1+A)\).

Let \(\mu=\mathbf n_1\cdot\hat{\mathbf z}\), and write the ion's speed as \(|\mathbf w|=\rho v/(1+A)\). Then

\[
\rho^2=A^2+1-2A\mu,\qquad w_z=\frac{v(A\mu-1)}{1+A}.
\]

The bound on the atom's outward velocity becomes

\[
V_z\le\frac{v}{(1+A)^2}\left(\rho+A\mu-1\right).
\]

The first relation gives \(A\mu=(A^2+1-\rho^2)/2\). With this the bracket depends on \(\rho\) alone, and its square can be completed:

\[
\rho+A\mu-1=\frac{A^2-1+2\rho-\rho^2}{2}
=\frac{A^2-(\rho-1)^2}{2}.
\]

Since \(\mu\) lies between \(-1\) and \(1\), the variable \(\rho\) lies between \(|A-1|\) and \(A+1\). For \(A\ge2\) every permitted \(\rho\) is at least one. The bracket is then largest at the smallest value, \(\rho=A-1\), which belongs to \(\mu=1\), the complete reversal. Its value there is

\[
\frac{A^2-(A-2)^2}{2}=\frac{4A-4}{2}=2(A-1).
\]

The largest outward energy of the surface atom follows from \(V_z=2(A-1)v/(1+A)^2\):

\[
\frac{MV_z^2}{2}=\frac{mv^2}{2}\,A\,\frac{4(A-1)^2}{(1+A)^4}
=E\,\frac{4A}{(1+A)^2}\,\frac{(A-1)^2}{(1+A)^2}=g(1-g)E .
\]

Setting this equal to \(U\) gives again

\[
E_{\rm th}=\frac{U}{g(1-g)}\qquad(A\ge2).
\]

### Why the mass ratio two matters

The completed square also gives the answer when \(A<2\). The value \(\rho=1\) is then permitted, and the bracket has its maximum \(A^2/2\) there. The outward energy is

\[
\frac{MV_z^2}{2}=E\,A\left[\frac{A^2}{2(1+A)^2}\right]^2
=\frac{A^5}{4(1+A)^4}E ,
\]

and the threshold of the two-collision path is

\[
E=\frac{4(1+A)^4}{A^5}\,U\qquad(A\le2).
\]

At \(A=2\) both expressions give \(81U/8\), so they join there.

The change has a simple kinematic origin. A reversed ion of nearly the same mass as its partner has almost no speed left. It is better to turn it less and let it keep more speed. For \(A=1.5\), the reversed ion has the speed \(0.5v/2.5=0.2v\), whereas the best path leaves it \(v/2.5=0.4v\). With \(U=5\) eV the head-on formula gives 130.2 eV, but the best oblique path needs 102.9 eV.

This does not make the second expression a sputtering threshold for nearly equal masses. It is the threshold of a path on which the ion is deflected once before the knock-on. Struck atoms of nearly the ion's mass can also carry much of the energy into further collisions, which are not part of the model. Moreover, the best path has \(w_z=v(A^2/2-1)/(1+A)\). For \(A<\sqrt2\) the ion therefore still moves inward after its deflection, and it is deeper in the solid at the second collision than at the first.

### What the two derivations assume

Both derivations use conservation of momentum and energy in separate binary collisions. Neither uses a particular repulsive force. The force matters only in providing the required deflection: a central repulsion does so for a nearly central impact, if it is high enough to stop the approach of the two particles.

They differ in what they need beyond this. The first follows energies and needs a unique ion speed for each laboratory deflection, which it has for \(A>1\). It also needs an inequality for angles on a sphere. The second uses the conserved relative speed, covers all directions in space at once, and holds for every positive \(A\). On the other hand, the first provides \(K(\theta)\), from which chains of collisions can be built. It also shows directly how energy losses enter.

Suppose, for example, that on the head-on path the ion loses a fixed energy \(Q_1\) to electrons before the reflection and \(Q_2\) between the reflection and the knock-on. The threshold condition becomes

\[
g\left[(1-g)(E-Q_1)-Q_2\right]=U ,
\]

and solving it for the energy gives

\[
E=\frac{U}{g(1-g)}+Q_1+\frac{Q_2}{1-g}.
\]

The later loss counts more, because the energy that replaces it must first survive the reflection. An attraction that speeds up the ion on entry acts as a negative \(Q_1\), if it no longer acts on the ion during the path inside.

Two assumptions about directions are common to both derivations, and each affects the result. The first is normal incidence. If the ion enters at an angle \(\alpha\) to the normal, a deflection by \(\pi-\alpha\) is enough to send it straight outward. The derivative of \((1+A)q\) with respect to \(\cos\theta\) is \(1+\cos\theta/\sqrt{A^2-1+\cos^2\theta}\), which is positive for \(A>1\). A smaller deflection therefore keeps more energy, and the threshold is at most \(U/[gK(\pi-\alpha)]\), which for \(A\ge2\) is lower than the threshold at normal incidence. For \(A=15\), \(U=5\) eV and \(\alpha=30^\circ\), a search over a grid of directions for both collisions gives 27.3 eV, compared with 27.9 eV.

The second is the planar barrier. If an outward-moving atom could escape whenever its total energy exceeded \(U\), it would be enough to turn the ion by little more than \(90^\circ\). Since

\[
K(\pi/2)=\frac{A^2-1}{(1+A)^2}=\frac{A-1}{A+1}=\sqrt{1-g},
\]

a head-on knock just above the surface plane would have the threshold \(U/(g\sqrt{1-g})\). With \(\sqrt{0.7656}=0.875\) this is \(21.33/0.875\), or 24.4 eV. The grid search finds 24.3 eV. The small further gain comes from an ion that still moves slightly inward, by an angle \(\epsilon\), and drives the atom along the surface: its speed gains at first order in \(\epsilon\), while the oblique transfer loses only at second order.

### The assumption of one turning collision

The most important common assumption is that one collision turns the ion. Its role can be seen from \(K(\theta)\). Let \(B=\sqrt{A^2-1}\), with \(A>1\). For a deflection \(\theta\) followed by \(\pi-\theta\) in the same plane and in the same sense, the cosines are opposite and the square roots equal. Hence

\[
q(\theta)q(\pi-\theta)
=\frac{(B^2+\cos^2\theta)-\cos^2\theta}{(1+A)^2}
=\frac{A-1}{A+1}.
\]

Squaring gives \(K(\theta)K(\pi-\theta)=1-g\). A reversal in two collisions costs as much energy as one head-on reflection, however the \(180^\circ\) are divided.

With more than two collisions the cost can fall. The identity \(e^{\operatorname{asinh}y}=y+\sqrt{1+y^2}\), with \(y=\cos\theta/B\), turns the speed ratio into

\[
q(\theta)=\sqrt{\frac{A-1}{A+1}}\;
\exp\!\left[\operatorname{asinh}\frac{\cos\theta}{B}\right],
\]

because \(B/(1+A)=\sqrt{(A-1)/(A+1)}\). After \(N\) equal deflections by \(\pi/N\), the energy fraction kept is

\[
R_N=\left(\frac{A-1}{A+1}\right)^N
\exp\!\left[2N\operatorname{asinh}\frac{\cos(\pi/N)}{B}\right].
\]

For large \(N\), use \(\cos(\pi/N)\simeq1-\pi^2/(2N^2)\). At unit argument, \(\operatorname{asinh}(1/B)=\ln[(1+A)/B]=\tfrac12\ln[(A+1)/(A-1)]\), which cancels the first factor. The derivative of \(\operatorname{asinh}(x/B)\) at \(x=1\) is \(1/\sqrt{B^2+1}=1/A\). What remains is

\[
R_N\simeq\exp\!\left(-\frac{\pi^2}{NA}\right).
\]

The loss vanishes as the turn is divided into ever more gentle deflections. The threshold \(U/(gR_N)\) then approaches \(U/g\). For \(A=15\) and \(U=5\) eV, reversals in 1, 2, 3, 6 and 20 equal turns give 27.9, 27.9, 26.1, 23.7 and 22.0 eV. The limit is 21.3 eV.

Even two turning collisions can do better than the formula if the ion stops short of a full reversal by a small angle \(\delta\). Let the deflections in one plane be \(\theta_1\) and \(\theta_2\), with \(\theta_1+\theta_2=\pi-\delta\). For large \(B\), \(\operatorname{asinh}(\cos\theta/B)\simeq\cos\theta/B\), and the sum of the two exponents is

\[
\frac{\cos\theta_1+\cos\theta_2}{B}
=\frac2B\sin\frac\delta2\cos\frac{\theta_1-\theta_2}{2}.
\]

This is largest for equal deflections, where it is about \(\delta/B\). The best oblique knock-on multiplies the outward speed by \((1+\cos\delta)/2\simeq1-\delta^2/4\). Relative to the head-on path, the outward speed of the atom is

\[
1+\frac\delta B-\frac{\delta^2}{4}.
\]

Its maximum lies at \(\delta=2/B\) and equals \(1+1/B^2\). The energy gains twice this fraction, so to leading order the threshold falls by

\[
\frac{2}{B^2}=\frac{2}{A^2-1}
\]

of its value. For \(A=15\) this is \(2/224\), or 0.89 percent. A numerical minimization over the directions of all three collisions in a plane gives 27.6 eV, which is 0.89 percent below the head-on threshold. The gain is small only for large \(A\): the same minimization lowers the threshold by 5.5 percent for \(A=6\), 21 percent for \(A=3\) and 44 percent for \(A=2\), where the leading-order estimate is too high.

There is nevertheless a floor within the model. The ion never has more than its initial energy \(E\), so it gives at most \(gE\) to an atom at rest. Such an atom can pass on at most what it has. If every struck atom is at rest before its collision, no atom ever receives more than \(gE\), and none can escape for \(E<U/g\). The condition of rest is essential. After the head-on knock-on the ion can be reflected once more and overtake the moving surface atom. For free atoms in a line with \(A=15\), this second blow raises the atom's energy from \(0.179E\) to \(0.338E\), which exceeds \(gE\). The value \(U/g\) is therefore a floor of the model and not of a solid.

For \(A\ge2\), the formula \(U/[g(1-g)]\) thus stands above this floor by the factor \(1/(1-g)\). This factor is close to one for a very light ion, and it is 1.31 for \(A=15\). Between the two energies, ejection at normal incidence from atoms at rest requires a suitable chain of deflections. Above them, too, the positions of the atoms must allow the path. The conservation laws do not decide this. For a solid the formula is therefore an estimate, and the true threshold can lie above or below it. For normal incidence, a single reflection and freely chosen directions in the two collisions, it is the sharp lower limit whenever \(A\ge2\).

Numerical values quoted here were computed with a short program.
